# Weakly nonlinear dynamics of desorbing steps near the electromigration bunching threshold

A crystal surface carries parallel, straight steps at $x_m(t)$ and rises by one step height at each step towards $+x$. Terrace $m$ lies between $x_m$ and $x_{m+1}$ and has width $l_m=x_{m+1}-x_m$. Adatoms of density $c$ arrive with flux $R$, diffuse with diffusivity $D$ and desorb after a mean time $\tau$. An electric field exerts on them a force $F=f\,k_BT$, counted positive uphill. The desorption length is $x_s=\sqrt{D\tau}$, the area per atom is $\Omega$, and $c_0$ is the equilibrium density at an isolated step. The undersaturation $\sigma=1-R\tau/c_0$ is positive, so the crystal sublimes. Neighbouring steps repel with energy $A/l^2$ per unit length.

Four assumptions hold throughout. The adatom density follows the steps quasi-statically. Each step is in local equilibrium with the adatoms beside it. Atoms do not cross a step without attaching. Noise and bending of the steps are left out.

## (a) Find the velocity of each step

**Solution.** The adatom current is $J=-Dc'+Dfc$, and the steady balance $-J'-c/\tau+R=0$ reads
$$Dc''-Dfc'-c/\tau+R=0 .$$
Put $c=R\tau+n$. The constant $R\tau$ carries the same current $DfR\tau$ on both sides of a step and cancels from its motion. The rest obeys $n''-fn'-n/x_s^2=0$. Trying $e^{rx}$ gives $r=f/2\pm\kappa$ with $\kappa^2=1/x_s^2+f^2/4$. With $x$ measured from step $m$ and $l=l_m$,
$$n=\frac{e^{fx/2}}{\sinh\kappa l}\left[n_m\sinh\kappa(l-x)+n_{m+1}e^{-fl/2}\sinh\kappa x\right].$$
Differentiation at the two ends gives, apart from the cancelling constant,
$$\frac{J(0)}{D}=\left(\tfrac f2+\kappa\coth\kappa l\right)n_m-\frac{\kappa e^{-fl/2}}{\sinh\kappa l}\,n_{m+1},$$
$$\frac{J(l)}{D}=\left(\tfrac f2-\kappa\coth\kappa l\right)n_{m+1}+\frac{\kappa e^{fl/2}}{\sinh\kappa l}\,n_m .$$

The values $n_m$ follow from the repulsion. An atom added to a step moves it towards $-x$, so its excess energy is $\mu_m=-\Omega\,\partial U/\partial x_m$ with $U=\sum_j A/l_j^2$. Moving step $m$ forward shortens $l_m$ and lengthens $l_{m-1}$. Hence $\mu_m=2A\Omega(l_{m-1}^{-3}-l_m^{-3})$ and
$$n_m=c_0\nu_m,\qquad \nu_m=\sigma+e^{g_m}-1,\qquad g_m=G\,(l_{m-1}^{-3}-l_m^{-3}),\qquad G=\frac{2A\Omega}{k_BT}.$$

Every atom lost uncovers an area $\Omega$ and moves the step towards the upper terrace, so $\dot x_m=\Omega[J(x_m^+)-J(x_m^-)]$. The terms in $f/2$ cancel. With the scaled time $\theta=\Omega Dc_0t$,
$$\frac{dx_m}{d\theta}=\kappa\left(\coth\kappa l_m+\coth\kappa l_{m-1}\right)\nu_m-\frac{\kappa e^{-fl_m/2}}{\sinh\kappa l_m}\nu_{m+1}-\frac{\kappa e^{fl_{m-1}/2}}{\sinh\kappa l_{m-1}}\nu_{m-1}.$$

## (b) When is the uniform train unstable?

**Solution.** In a train of equal spacing $l$, the terraces ahead of and behind a step contribute $\sigma p$ and $\sigma q_-$ to its velocity, where
$$p=\kappa\left(\coth\kappa l-\frac{e^{-fl/2}}{\sinh\kappa l}\right),\qquad q_-=\kappa\left(\coth\kappa l-\frac{e^{fl/2}}{\sinh\kappa l}\right).$$
Define
$$v=p+q_-,\qquad s=p-q_-=\frac{2\kappa\sinh(fl/2)}{\sinh\kappa l},\qquad w=\frac{\kappa\cosh(fl/2)}{\sinh\kappa l},\qquad \beta=\frac{3G}{l^4}.$$
The train moves with velocity $\sigma v$. A prime on these functions means $d/dl$.

Let $u_m$ be the displacement of step $m$ from its place in the moving train. To first order $g_m=\beta(u_{m+1}-2u_m+u_{m-1})$. For $u_m\propto e^{iqm+\omega\theta}$ and $C=1-\cos q$,
$$u_{m+1}-u_m\to-C+i\sin q,\qquad u_m-u_{m-1}\to C+i\sin q,\qquad g_m\to-2\beta C .$$
The changed widths contribute $-\sigma s'C+i\sigma v'\sin q$. The changed densities contribute $-2\beta C$ times
$$2\kappa\coth\kappa l-2w\cos q+is\sin q=v+2wC+is\sin q,$$
because $2\kappa\coth\kappa l=v+2w$. Therefore
$$\mathrm{Re}\,\omega=2C\,(K-2\beta wC),\qquad K=-\tfrac12\sigma s'-\beta v,$$
$$\mathrm{Im}\,\omega=\sin q\,(\sigma v'-2\beta sC).$$

The train is unstable when $K>0$, and the instability begins at long wavelength. Since $\kappa>|f|/2$, the ratio $\sinh(fl/2)/\sinh\kappa l$ decreases with $l$ for $f>0$, so $s'<0$. In this model an uphill force drives bunching and a downhill force does not. The uphill force pushes the depleted region of each terrace towards its upper end. A step then responds more to the terrace behind it than to the one ahead, so a step with a wide terrace behind runs into its neighbour. Repulsion opposes this through $\beta v$.

For small $q$, $C=q^2/2-q^4/24$ and $\sin q=q-q^3/6$. Treating $m$ as continuous and matching powers of $q$ gives
$$u_\theta=a_1u_m-Ku_{mm}+a_3u_{mmm}-Bu_{mmmm},$$
$$a_1=\sigma v',\qquad a_3=\tfrac16\sigma v'+\beta s,\qquad B=\beta w+\tfrac1{12}K .$$

## (c) Find the leading nonlinear terms

**Solution.** A rigid shift of all steps changes nothing, so derivatives of $u$ enter but not $u$ itself. The quadratic terms with fewest derivatives are $u_m^2$ and $u_mu_{mm}$.

Take first $u=\eta m$, a uniform train of spacing $l+\eta$. Its velocity changes by $\sigma[v(l+\eta)-v(l)]=\sigma v'\eta+\frac12\sigma v''\eta^2+\dots$. All higher derivatives of $u$ vanish, so the coefficient of $u_m^2$ is $\lambda/2$ with $\lambda=\sigma v''$.

Next take $u=\eta m+\varphi$ with small $\varphi$. The coefficient of $\varphi_{mm}$ must be that of a train with spacing $l+\eta$, namely $-K(l+\eta)$. A term $\chi u_mu_{mm}$ supplies $\chi\eta\varphi_{mm}$, so $\chi=-K'$, taken at fixed $f$, $G$ and $\sigma$.

The label $\xi=m+a_1\theta$ removes the first-derivative term:
$$u_\theta=-Ku_{\xi\xi}+a_3u_{\xi\xi\xi}-Bu_{\xi\xi\xi\xi}+\tfrac12\lambda u_\xi^2+\chi u_\xi u_{\xi\xi}+\dots$$

## (d) Under what condition can the term in $\chi$ be dropped?

**Solution.** Let $K$ be of order $\epsilon\ll1$. The unstable band has $q^2\lesssim K/B$, so each derivative counts as $\epsilon^{1/2}$.

For weak force $v=(2/x_s)\tanh(l/2x_s)$, so $v'>0$ and $v''<0$, while $s>0$. Thus $a_3$ is positive and does not vanish at threshold. Balancing $a_3u_{\xi\xi\xi}$ against $\lambda u_\xi^2$ gives $u\sim\epsilon^{1/2}$, and both terms are of order $\epsilon^2$. This is the Korteweg–de Vries (KdV) balance. The terms in $K$, $B$ and $\chi$ are all of order $\epsilon^{5/2}$. Terms such as $u_\xi^3$, $u_\xi u_{\xi\xi\xi}$, $u_{\xi\xi}^2$ and the fifth derivative are of order $\epsilon^3$. This count treats all coefficients as of order one. At weak force $K$, $B$ and $\chi$ are smaller than the other coefficients by a factor of order $fx_s$, so the $\epsilon^3$ terms can exceed them unless $\epsilon^{1/2}$ is far below $fx_s$; in part (g) the fifth-derivative term is about $10^4$ times the term in $B$. Their large parts come from the motion at $f=G=0$, which conserves $\sum_m\ln\cosh(l_m/2x_s)$, so they alter the shape and speed of a pulse but neither feed nor damp it.

The $\epsilon^{5/2}$ terms cannot be discarded, since the KdV equation leaves the size of a pulse free and they fix it. At a general spacing the term in $\chi$ must therefore stay. It would drop out in two cases.

1. If $a_3$ were as small as $\epsilon^{1/2}$, with the other coefficients of order one, then $u\sim\epsilon$. The retained terms would be of order $\epsilon^3$ and the term in $\chi$ of order $\epsilon^{7/2}$. For the spacings and uphill forces of interest here this does not happen: near threshold $a_3/\sqrt{KB}$ is of order $\epsilon^{-1/2}$ or larger.
2. If $\chi=0$ at threshold, $a_3$ may have any size.

For the second case write
$$K=\frac{3v}{l^4}\left[G_c(l)-G\right],\qquad G_c=-\frac{\sigma s'l^4}{6v}.$$
At threshold $G=G_c$, so $\chi=-K'=-(3v/l^4)\,G_c'$. It vanishes where $G_c$ is stationary. A spacing is unstable when $G<G_c(l)$, so the maximum of $G_c$ is the spacing $l^*$ that becomes unstable first as the drive is raised. Slightly above threshold $\chi$ is of order $\epsilon$ there, which is negligible.

For weak force ($fx_s,fl\ll1$) and $y=l/x_s$, we have $s=fy/\sinh y$, and
$$G_c=\sigma fx_s^4\,r(y),\qquad r=\frac{y^4\,(y\cosh y-\sinh y)}{12\tanh(y/2)\sinh^2y}.$$
For small $y$, $r\to y^4/18$, because closer steps repel more strongly. For large $y$, $r\to y^5e^{-y}/6$, because desorption separates the two ends of a terrace. Between them lies a maximum, where
$$\frac4y+\frac{y\sinh y}{y\cosh y-\sinh y}-\frac1{\sinh y}-2\coth y=0 .$$
Dropping exponentially small terms leaves $y^2-6y+4=0$, or $y=3+\sqrt5\approx5.24$. Numerical maximization gives $y^*=5.18$, where $r=2.86$.

## (e) Bring the equation at $l^*$ to a form with one parameter

**Solution.** Let $q_c^2=K/B$. Since $\lambda<0$, choose
$$X=-q_c\xi,\qquad T=\frac{K^2}{B}\theta,\qquad u=\frac{K}{|\lambda|}H .$$
Divide the equation by $(K/|\lambda|)(K^2/B)$. The terms in $K$ and $B$ become $-H_{XX}$ and $-H_{XXXX}$. The third derivative changes sign with $X$ and becomes $-(a_3q_c^3B/K^2)H_{XXX}$. The quadratic term becomes $-\frac12H_X^2$. The result is the Benney equation
$$H_T+H_{XX}+\delta H_{XXX}+H_{XXXX}+\tfrac12H_X^2=0,\qquad \delta=\frac{a_3}{\sqrt{KB}} .$$
For $\delta\to0$ it is the Kuramoto–Sivashinsky equation. At fixed $a_3$, however, $\delta$ grows as $\epsilon^{-1/2}$ on approach to threshold, so dispersion dominates there.

## (f) Which pulse is selected when dispersion is strong?

**Solution.** Keep $\chi$, so that spacings below $l^*$ are covered as well. The slope $W=u_\xi$ is the local change of terrace width and obeys
$$W_\theta=a_3W_{\xi\xi\xi}+\lambda WW_\xi-KW_{\xi\xi}-BW_{\xi\xi\xi\xi}+\chi(WW_\xi)_\xi .$$
At leading order take $W=P(\zeta)$ with $\zeta=\xi+c_p\theta$. One integration, with $P\to0$ far away, gives $c_pP=a_3P''+\frac12\lambda P^2$. For $P=a\,\mathrm{sech}^2k\zeta$ one has $P''=4k^2P-6k^2P^2/a$, hence
$$c_p=4k^2a_3,\qquad a=\frac{12k^2a_3}{\lambda}.$$
Since $a<0$, the pulse is a group of narrowed terraces, a weak bunch.

To find $k$, multiply the equation by $W$ and integrate. The first two terms are total derivatives, and integration by parts of the others gives
$$\frac{d}{d\theta}\int\tfrac12W^2d\xi=K\int W_\xi^2d\xi-B\int W_{\xi\xi}^2d\xi-\chi\int WW_\xi^2d\xi .$$
The integrals of $\mathrm{sech}^4$, $\mathrm{sech}^6$ and $\mathrm{sech}^8$ over the line are $4/3$, $16/15$ and $32/35$. The three integrals above are then $\frac{16}{15}a^2k$, $\frac{64}{21}a^2k^3$ and $\frac{64}{105}a^3k$. A steady pulse needs $K=\frac{20}7Bk^2+\frac47\chi a$, and inserting $a$ gives
$$k^2=\frac{7K}{20B+48\chi a_3/\lambda}.$$
If the denominator is positive, a smaller pulse gains and a larger one loses, so the size is restored. For $l>l^*$, $\chi>0$ while $a_3/\lambda<0$. At weak force the denominator vanishes only $0.07\,x_s$ above $l^*$, and beyond that this balance selects no small pulse. On the other side the denominator is already about three times $20B$ at $l=5.0\,x_s$, so the term in $\chi$ is negligible only very close to $l^*$. The balance also does not settle how many pulses form, because the flat train between them is itself unstable.

At $l^*$ the result is $k^2=7K/(20B)$. In Benney variables the pulse $H_X$ has height $21\delta/5$ and speed $7\delta/5$.

The opposite limit is $l\ll x_s$ with weak force. There $v\approx l/x_s^2$, $v''\approx-l/(2x_s^4)$ and $w\approx1/l$. At threshold $G_c\propto l^4$ gives $\chi=-4\beta/x_s^2$, and $a_3/\lambda\approx-x_s^2/(3l)$. The two parts of the denominator are $20\beta/l$ and $64\beta/l$, so $k^2=K/(12B)$. The Benney equation alone would give a value $84/20=4.2$ times larger. The neglected term thus changes the pulse by a finite factor, however close the threshold.

## (g) Apply the result to hot titanium close to saturation

Take $T=1800$ K, an equilibrium vapour pressure of $5\times10^{-4}$ Torr, $\Omega=0.08$ nm², step height 0.23 nm, $A=0.05$ eV nm, $x_s=100$ nm, $\sigma=5\times10^{-4}$ and effective charge number one. These are rough or assumed values. The spacing is $l^*$ and the field is 0.1% above threshold.

**Solution.** With $k_BT=0.155$ eV, $G=2(0.05)(0.08)/0.155=0.0516$ nm³, so $G/x_s^3=5.16\times10^{-8}$. The threshold force is
$$fx_s=\frac{5.16\times10^{-8}}{2.86\times5\times10^{-4}}=3.61\times10^{-5}.$$
The field is $0.155\ \mathrm V\times3.61\times10^{-5}/100\ \mathrm{nm}=0.56$ V/cm. The spacing is $l^*=518$ nm, a miscut of 0.025°.

The kinetic gas flux $p/\sqrt{2\pi Mk_BT}$, with $M$ the atomic mass (47.87 u), times $\Omega$ gives an equilibrium evaporation rate $\Gamma=\Omega c_0/\tau=48$ layers per second. This converts scaled rates, since $\Omega Dc_0/x_s^2=\Gamma$. The steps move at $\Gamma\sigma vx_s^2=4.7$ nm/s.

In units with $x_s=1$ the coefficients are $K=4.25\times10^{-13}$, $B=2.46\times10^{-12}$, $a_3=1.86\times10^{-6}$ and $\lambda=-1.10\times10^{-5}$. Hence $K/B=0.173$ and
$$\delta=\frac{1.86\times10^{-6}}{\sqrt{4.25\times10^{-13}\times2.46\times10^{-12}}}\approx1.8\times10^{6}.$$
The selected pulse has $k^2=0.35\times0.173=0.061$, or $1/k=4.1$ steps, and narrows a terrace by $4.2\,a_3K/(B|\lambda|)=0.12\,x_s=12$ nm. Even at 0.1% excess the pulse is only a few steps wide, because $K/B\approx(v/w)\epsilon$ and $v/w$ is large at $l^*$. At an excess of one per cent the formula would give $1/k$ of only 1.4 steps, too short for a continuum description of the pulse. Even at 0.1% the pulse figures are only rough: at this excess only spacings within about 10 nm of $l^*$ are unstable, and the estimated narrowing is of similar size, so terms beyond the Benney equation matter. The same gain-and-loss balance, applied to the solitary wave of the discrete step equations, gives about 4.8 steps and 9 nm.

The dispersive time $1/(\Gamma a_3q_c^3)$ is 43 hours. The largest growth rate is $\Gamma K^2/(4\beta w)$, which gives a growth time of about $4\times10^4$ years. At twice the threshold field, with all else fixed, the growth time is still 0.4 year, and the fastest mode is then step pairing ($q=\pi$), outside the long-wave equation. For these numbers the bunching instability near threshold could not be observed; the dispersive part of the dynamics is far faster.

**Comparison with real titanium.** A titanium sublimation-pump filament heated by direct current also has a field along a hot surface, but it evaporates into vacuum, with $\sigma\approx1$. The near-saturated vapour assumed here is far from that use. It would also demand a temperature steady to much better than 0.03 K, because a change of that size alters the equilibrium pressure by the assumed fraction $\sigma$. Three neglected effects can be sized.

- Step motion acts like a drift $-V/D$, where $V$ is the step velocity. For an assumed adatom coverage $\Omega c_0=10^{-3}$ it is 2.7% of the field drift, so it can shift the threshold by far more than the 0.1% excess. The ratio scales as $\sigma^2$, so in vacuum this motion would overwhelm the field drift at threshold and the model would fail.
- Suppose attachment from the upper terrace is hindered, with an attachment length $d\ll x_s$. The condition at that end is $J/D=(c_0e^{g_m}-c)/d$. Without a force this adds $-d/[x_s^2(1+(d/x_s)\coth y)]$ to $s$. For an assumed $d=1$ nm the slope of this term is only 0.7% of $s'$. With the force, the current near saturation contains the drift $J\approx Dfc_0$, which lowers the density at that end by $dfc_0$. By the end currents of part (a) at weak force, this adds $-(df/x_s)(\coth y+1/\sinh y)=-(df/x_s)\coth(y/2)$ to $\sigma s$. The slope of this addition, $df/[2x_s^2\sinh^2(y/2)]$, is positive and so stabilizing. At $l^*$ it equals $0.24\,d/(\sigma x_s)$ times $\sigma|s'|$. For $d=1$ nm that is a factor of 4.8, and an uphill force would then not cause bunching at all. The example therefore needs $d$ well below 0.2 nm, which is less than the distance between atoms. An equal attachment length on the lower side raises the density at the far end of each terrace by $dfc_0$ and acts in the same sense, which halves the limit to 0.1 nm. With $d$ of atomic size (about 0.3 nm) on both sides, a downhill force of this strength bunches the steps and an uphill one does not, so the direction rule of part (b) holds only for $d\ll\sigma x_s\cdot O(1)$, that is, far below these limits.
- A step of assumed stiffness $\tilde\beta=0.5$ eV/nm, held by fixed neighbours with spring constant $k_s=12A/l^4$, wanders with variance $k_BT/(2\sqrt{\tilde\beta k_s})$. This gives 195 nm, or $0.38\,l^*$, far more than the 12 nm pulse. The equation can then describe at most positions averaged along the steps, with $A$ an effective repulsion that includes the effect of wandering. For this stiffness the entropic part alone, $(\pi k_BT)^2/(6\tilde\beta)=0.079$ eV nm, exceeds the assumed $A$. The threshold field, which is proportional to $A$, would then be higher than the value above.

With $\sigma$ held fixed, the threshold field is most sensitive to $x_s$. (If the incoming flux is held fixed instead, temperature matters far more, because it changes $\sigma$.) If the spacing is kept at $l^*=5.18\,x_s$, it varies as $x_s^{-4}$, so a factor of two in $x_s$ moves it by a factor of sixteen. At a fixed spacing of 518 nm, doubling $x_s$ lowers it about sixfold and halving $x_s$ raises it about eightyfold.

All numerical values are calculated from the stated model.
